# Luryi's three-plate circuit and field penetration through a grounded electron layer

## 1. What symmetry and dimensions fix

A metal gate, a thin electron layer and a metal back plate are parallel and wide. Translation symmetry lets the static field vary only with depth. A component along the planes would then be the same at every depth, and it vanishes at the metal surfaces, so only the normal field remains. Gauss's law makes the displacement uniform in each charge-free gap. Call it \(D_1\) between gate and layer and \(D_2\) between layer and back plate. The quantity sought is the penetrating fraction

\[
p=\frac{dD_2}{dD_1}
\]

when the layer is grounded.

Once \(D_1\) is given, the gate distance and the permittivity in front of the layer carry no further information: a uniform displacement does not reveal how far away its source is. What remains is the back-plate distance \(d_2\), the electrostatic strength \(e^2/\epsilon_2\) (energy times length) and the kinetic scale \(\hbar^2/m\) (energy times length squared). At zero temperature, the areal density \(n\) of free electrons filled to an energy \(\mu\) above the band edge can be built only from \(\mu\) and \(\hbar^2/m\), so \(n\propto m\mu/\hbar^2\). This is linear, so the response does not depend on the filling. The remaining constants give one length,

\[
a=\frac{\hbar^2/m}{e^2/\epsilon_2}=\frac{\epsilon_2\hbar^2}{me^2},
\]

the effective Bohr radius. Hence \(p\) is a function of \(d_2/a\) alone. The derivation below gives \(p=a/(a+4d_2)\).

## 2. Model and signs

Gaussian units are used, and \(e>0\), so an electron has charge \(-e\). The layer lies at \(z=0\), the gate at \(z=-d_1\) and the back plate at \(z=d_2\). The gaps have permittivities \(\epsilon_1\) and \(\epsilon_2\). The back plate has electrostatic potential zero, the layer \(\phi_w\) and the gate \(V\). Constant work-function differences shift the origins of these potentials and drop out of increments.

The layer is at first strictly thin. It has one occupied parabolic subband, two spin states and one valley. Electrons interact through the mean electrostatic potential; exchange and correlation are left out. No trapped charge responds, and changes are slow enough for charge to enter through the ground contact.

With \(E=-d\phi/dz\),

\[
D_1=\epsilon_1\frac{V-\phi_w}{d_1},\qquad
D_2=\epsilon_2\frac{\phi_w}{d_2}.
\]

Gauss's law at the gate, layer and back plate gives

\[
\sigma_1=\frac{D_1}{4\pi},\qquad D_2-D_1=-4\pi en,\qquad
\sigma_2=-\frac{D_2}{4\pi}.
\]

The geometric capacitances per unit area are therefore

\[
C_1=\frac{\epsilon_1}{4\pi d_1},\qquad C_2=\frac{\epsilon_2}{4\pi d_2},
\]

with \(\sigma_1=C_1(V-\phi_w)\) and \(\sigma_2=-C_2\phi_w\).

## 3. The layer as a capacitor to ground

In a periodic square of side \(L\), each allowed wave vector occupies an area \((2\pi/L)^2\). Filling a disc of radius \(k\) with two spins gives

\[
n=\frac{2}{L^2}\,\frac{\pi k^2}{(2\pi/L)^2}=\frac{k^2}{2\pi}.
\]

Since \(\mu=\hbar^2k^2/2m\),

\[
n=N\mu,\qquad N=\frac{m}{\pi\hbar^2}.
\]

Grounding fixes the electrochemical potential, not the electrostatic potential. The subband edge lies at a constant minus \(e\phi_w\), and the highest filled level lies \(\mu\) above it. Contact with ground holds the sum constant:

\[
d\mu-e\,d\phi_w=0 .
\]

Thus \(dn=N\,d\mu=Ne\,d\phi_w\), and the layer charge changes by

\[
-e\,dn=-e^2N\,d\phi_w=-C_Q\,d\phi_w,\qquad
C_Q=e^2N=\frac{me^2}{\pi\hbar^2}.
\]

A back plate connected to the node \(\phi_w\) through \(C_2\) acquires the charge \(-C_2\,d\phi_w\). The layer charge has the same form, so it is represented by a second capacitor \(C_Q\) from that node to ground. The node potential is electrostatic; a voltmeter connected to the layer reads its electrochemical potential, which stays at ground.

## 4. Solving the circuit

The three charges add to zero. In increments,

\[
C_1(dV-d\phi_w)-C_Q\,d\phi_w-C_2\,d\phi_w=0,
\]

so

\[
\frac{d\phi_w}{dV}=\frac{C_1}{C_1+C_2+C_Q}.
\]

The capacitance measured at the gate is

\[
C=\frac{d\sigma_1}{dV}=C_1\left(1-\frac{d\phi_w}{dV}\right)
=\frac{C_1(C_2+C_Q)}{C_1+C_2+C_Q}.
\]

This is \(C_1\) in series with the parallel pair \(C_2,C_Q\).

For the penetration, neutrality gives \(dD_1=4\pi\,d\sigma_1=4\pi(C_2+C_Q)d\phi_w\), while \(dD_2=4\pi C_2\,d\phi_w\). Dividing,

\[
p=\frac{C_2}{C_2+C_Q}.
\]

The capacitance ratio is

\[
\frac{C_Q}{C_2}=\frac{me^2}{\pi\hbar^2}\,\frac{4\pi d_2}{\epsilon_2}
=\frac{4d_2}{a},
\]

and hence

\[
\boxed{\,p=\frac{1}{1+4d_2/a}=\frac{a}{a+4d_2}\,}.
\]

This is a fraction of displacement, and equally the fraction of the added gate charge that is balanced on the back plate. The electric fields obey

\[
\frac{dE_2}{dE_1}=\frac{dD_2/\epsilon_2}{dD_1/\epsilon_1}
=\frac{\epsilon_1}{\epsilon_2}\,p .
\]

Three limits show what the circuit says:

- For a large density of states, \(C_Q\to\infty\). The node does not move, \(p\to0\) and \(C\to C_1\), as for an ideal metal sheet.
- For a vanishing density of states, \(C_Q\to0\). Then \(p\to1\) and \(C\to C_1C_2/(C_1+C_2)\), as if the layer were absent.
- For a remote back plate, \(C_2\to0\). Then \(p\to0\), but \(C\to C_1C_Q/(C_1+C_Q)\). The quantum correction to the gate capacitance survives although no field penetrates.

If the layer is disconnected, or the signal is too fast for charge to enter, then \(dn=0\). Gauss's law gives \(dD_2=dD_1\), so \(p=1\) whatever the density of states.

## 5. Why a grounded layer lets field through

The same result follows from an energy balance. Fix the gate charge, and so \(D_1\), and let electrons pass between back plate and layer. Assume that an empty layer has its band edge at the ground level when \(\phi_w=0\), that is, when there is no field behind it. A constant offset \(\Delta\) of the edge would add \(n\Delta\) to the energy and leave the relation between increments unchanged while the layer is occupied. Take \(D_1>0\). The kinetic energy per area is

\[
\int_0^\mu NE\,dE=\frac{N\mu^2}{2}=\frac{n^2}{2N}.
\]

The field energy in front of the layer is constant. The part that varies is

\[
U(n)=\frac{D_2^2d_2}{8\pi\epsilon_2}+\frac{n^2}{2N},\qquad
D_2=D_1-4\pi en.
\]

Because \(dD_2/dn=-4\pi e\),

\[
\frac{dU}{dn}=-\frac{eD_2d_2}{\epsilon_2}+\frac nN,\qquad
\frac{d^2U}{dn^2}=\frac{4\pi e^2d_2}{\epsilon_2}+\frac1N>0.
\]

The stationary point is thus a minimum, at \(n=NeD_2d_2/\epsilon_2\). Inserting this in Gauss's law,

\[
D_1=D_2+4\pi en=D_2\left(1+\frac{4\pi e^2Nd_2}{\epsilon_2}\right)
=D_2\left(1+\frac{4d_2}{a}\right),
\]

which is the boxed result. Complete screening would remove the field energy behind the layer but cost too much kinetic energy. A larger \(d_2\) makes the penetrating field more expensive, because it fills a greater volume, and so reduces \(p\).

## 6. Finite temperature

The grounding argument used only \(dn/d\mu\). At temperature \(T\), with \(k\) now Boltzmann's constant,

\[
n=N\int_0^\infty\frac{dE}{1+e^{(E-\mu)/kT}}
=NkT\ln\left(1+e^{\mu/kT}\right).
\]

Differentiation gives

\[
\frac{dn}{d\mu}=N\,\frac{e^{\mu/kT}}{1+e^{\mu/kT}}.
\]

The density formula says \(1+e^{\mu/kT}=e^{n/NkT}\). Replacing both numerator and denominator,

\[
C_Q(T)=e^2\frac{dn}{d\mu}=e^2N\left(1-e^{-n/NkT}\right).
\]

This replaces \(C_Q\) in the circuit. For \(n\gg NkT\) the earlier value returns. For \(n\ll NkT\), expansion of the exponential gives \(C_Q(T)\approx e^2n/kT\): a dilute layer screens weakly, and \(p\to1\) as \(n\to0\).

To find \(n\) at a given gate voltage, use the band alignment assumed in Section 5, for which \(\mu=e\phi_w\), and solve

\[
C_1(V-\phi_w)-C_2\phi_w=e\,n(e\phi_w).
\]

The left side falls with \(\phi_w\) and the right side rises, so there is one root. The small-signal formulas are then evaluated at that density.

## 7. Finite thickness

Let the electrons have a normalized profile \(f(z)\), symmetric about \(z=0\) and confined to \(|z|\le w/2\), in a well of permittivity \(\epsilon_2\). The distance \(d_2\) now runs from the well centre. Define \(F(z)=\int_{-w/2}^{z}f\,dz'\). If the profile stays rigid, the displacement changes by

\[
dD(z)=dD_1-4\pi e\,dn\,F(z).
\]

First-order perturbation theory shifts the subband by \(-e\langle d\phi\rangle\), where the average is taken with \(f\). Integrate by parts, using \(f=F'\), \(F(-w/2)=0\) and \(d\phi(d_2)=0\). Since the slope of \(d\phi\) is \(-dD/\epsilon_2\),

\[
\langle d\phi\rangle=\frac1{\epsilon_2}\int_{-w/2}^{d_2}F\,dD\,dz
=\frac1{\epsilon_2}\left[dD_1\int F\,dz-4\pi e\,dn\int F^2dz\right].
\]

By symmetry \(F\) averages to one half across the well, and it equals one behind it. Thus \(\int F\,dz=w/2+(d_2-w/2)=d_2\). With

\[
\lambda=\int F(1-F)\,dz,
\]

the other integral is \(d_2-\lambda\). Since \(4\pi e\,dn=dD_1-dD_2\),

\[
\langle d\phi\rangle=\frac{d_2\,dD_2+\lambda(dD_1-dD_2)}{\epsilon_2}.
\]

Grounding now requires \(dn=Ne\langle d\phi\rangle\). Multiply by \(4\pi e\) and use \(4\pi e^2N/\epsilon_2=4/a\):

\[
\frac a4(dD_1-dD_2)=d_2\,dD_2+\lambda(dD_1-dD_2).
\]

Collecting terms,

\[
p_w=\frac{a/4-\lambda}{d_2+a/4-\lambda}.
\]

For \(\lambda=0\) this is the thin-layer result. Thickness lowers the penetration because the gate field acts inside the layer: it raises the average potential there, and attracts electrons, even when \(dD_2=0\).

For the ground state between hard walls, \(f=(1+\cos2\pi u)/w\) with \(u=z/w\), so \(F=\tfrac12+G\), where \(G=u+\sin(2\pi u)/2\pi\). Then \(F(1-F)=\tfrac14-G^2\). Over \(-\tfrac12<u<\tfrac12\), the three terms of \(G^2\) integrate to

\[
\int u^2du=\frac1{12},\qquad
\frac1\pi\int u\sin2\pi u\,du=\frac1{2\pi^2},\qquad
\frac1{4\pi^2}\int\sin^22\pi u\,du=\frac1{8\pi^2}.
\]

Therefore

\[
\lambda=w\left(\frac14-\frac1{12}-\frac5{8\pi^2}\right)
=w\left(\frac16-\frac5{8\pi^2}\right)\approx0.103\,w.
\]

The rigid profile requires the potential energy to vary across the well by much less than the subband spacing. Because the numerator \(a/4-\lambda\) is a difference, the error of \(p_w\) grows quickly with width, well before \(\lambda\) reaches \(a/4\). With the parameters and starting density of Section 8, hard-wall wells of 10, 15 and 20 nm give \(p_w=2.77\), 1.78 and 0.77%, against self-consistent values of 2.89, 2.35 and 2.38%. Wells of such width need a self-consistent calculation.

## 8. Worked example

Take round model parameters: \(m=0.07\) electron masses, \(\epsilon_1=10\), \(\epsilon_2=13\), \(d_1=20\) nm and \(d_2=50\) nm. In convenient units \(e^2=1.43996\) eV nm and \(\hbar^2/m=1.08857\) eV nm², so

\[
a=\frac{13\times1.08857}{1.43996}=9.83\ \text{nm},\qquad
p=\frac{9.83}{9.83+200}=4.68\,\%.
\]

The field ratio is \((10/13)\times4.68\,\%=3.60\,\%\).

A Gaussian capacitance per area is an inverse length; multiplication by \(4\pi\varepsilon_0\), with \(\varepsilon_0\) the vacuum permittivity, gives the SI value. With \(N=0.2924\) eV⁻¹ nm⁻²:

- \(C_1=10/(4\pi\times20)=0.03979\) nm⁻¹, or 0.443 µF/cm².
- \(C_2=13/(4\pi\times50)=0.02069\) nm⁻¹, or 0.230 µF/cm².
- \(C_Q=1.43996\times0.2924=0.4211\) nm⁻¹, or 4.69 µF/cm².

The gate capacitance is

\[
C=\frac{0.03979\times0.4418}{0.4815}=0.0365\ \text{nm}^{-1},
\]

or 0.406 µF/cm², about 8% below \(C_1\). Omitting \(C_2\) gives 0.4045 instead of 0.4061 µF/cm², an error of 0.4% relative to the full result. The gate capacitance is thus a poor measure of penetration here; the charge on the back plate shows it directly.

A gate step of 10 mV moves the layer potential by \(10\times0.03979/0.4815=0.826\) mV. The gate charge changes by \(2.535\times10^{10}\,e\) per cm². The layer gains \(2.416\times10^{10}\) electrons per cm², and the back plate supplies the remaining \(1.19\times10^{9}\), which is 4.68% of the total.

Changing only the back-plate distance gives \(p=19.7\,\%\) at 10 nm and \(1.21\,\%\) at 200 nm. The approximation \(p\approx a/4d_2\), valid for \(d_2\gg a/4\), gives 1.23% at the larger distance.

At 300 K, \(NkT=7.56\times10^{11}\) cm⁻². Solving the neutrality condition of Section 6 numerically gives:

| \(V\) (V) | \(n\) (10¹¹ cm⁻²) | \(C_Q(T)\) (µF/cm²) | \(p\) (%) |
|---|---|---|---|
| 0.0 | 1.58 | 0.885 | 20.6 |
| 0.1 | 3.38 | 1.69 | 12.0 |
| 0.5 | 12.3 | 3.76 | 5.8 |

In the first row \(n/NkT=0.209\), so \(C_Q\) is multiplied by \(1-e^{-0.209}=0.189\). Penetration is then more than four times the zero-temperature value for a layer of the same density. Even in the last row the layer has not reached the degenerate limit.

For the effect of thickness, the Schrödinger and Poisson equations were solved self-consistently at zero temperature in a hard-wall well, using eight sine functions. The starting density was \(5\times10^{11}\) cm⁻², with equal and opposite displacements on the two sides. The gate-side displacement was then varied by ±2% at fixed electrochemical potential.

| \(w\) (nm) | \(\lambda\) (nm) | \(p_w\), formula (%) | \(p\), self-consistent (%) |
|---|---|---|---|
| 2 | 0.207 | 4.307 | 4.307 |
| 5 | 0.517 | 3.735 | 3.743 |

At 5 nm the rigid-profile formula differs from the self-consistent value by about 0.2% of that value; it omits the deformation of the profile, which the numerical solution includes. The thin-layer value, 4.68%, is about 25% too high relative to the self-consistent one. For a back plate this remote, \(d_2\gg a/4\), the relevant comparison is therefore \(\lambda\) against \(a/4=2.46\) nm, not the well width against \(d_2\). Hard walls are an idealization at these widths: the confinement energy is 1.34 eV at 2 nm and 0.215 eV at 5 nm, above or comparable with usual barrier heights. With a barrier of 0.3 eV, and the same mass and permittivity in the barrier, the profile spreads beyond the well, \(\lambda\) is about 0.9 nm for both widths, and the self-consistent \(p\) is 3.0% at 2 nm and 3.1% at 5 nm. For a real well, \(\lambda\) must be computed from the actual profile and not from \(0.103\,w\).

## 9. Use of the result

For a mean-field estimate of a thin, degenerate layer, compute \(a\) and then \(p\); the gate side is needed only to convert a voltage step into charge. With \(g\) equivalent valleys, \(N\) and \(C_Q\) are multiplied by \(g\), and \(p=a/(a+4gd_2)\). If the masses \(m_x\) and \(m_y\) along the two principal in-plane directions of a valley differ, the filled disc becomes an ellipse and \(m\) is replaced by \(\sqrt{m_xm_y}\). For a mean-field estimate at room temperature, solve for the density first and use \(C_Q(T)\). For a narrow well whose \(\lambda\) is not negligible beside \(a/4g\), use \(p_w\) in the degenerate regime, with \(a/4\) replaced by \(a/4g\).

If a second subband fills, its states also screen and the single-subband \(C_Q\) no longer applies. Exchange, correlation and disorder alter the relation between \(\mu\) and \(n\). They are absent from all the numbers above, which describe the mean-field model and not a measured device.

The omission is not small. For a thin, unpolarized one-valley layer at zero temperature, in a medium of permittivity \(\epsilon_2\), exchange adds \(-2e^2/(\epsilon_2k_F)\) to \(d\mu/dn\), where \(k_F=\sqrt{2\pi n}\). This multiplies \(1/N\) by \(1-2/(\pi ak_F)\). With the \(a\) and \(d_2\) of the worked example, but with \(\epsilon_2\) on both sides of the layer and the effect of the metal plates on exchange neglected, the factor at \(n=5\times10^{11}\) cm⁻² is 0.63, and \(p\) falls from 4.7% to about 3.0%. At \(5\times10^{10}\) cm⁻² the factor is negative, and so is \(p\). Room temperature does not remove the effect: under the same assumptions, first-order exchange at 300 K lowers \(p\) at the three tabulated densities from 20.6, 12.0 and 5.8% to about 19.0, 10.1 and 4.5%. The mean-field formula is therefore only a first estimate at the densities of the worked example, cold or warm, and it fails for a dilute, cold layer.
